Interband Transmission through a Biased Dimerized Chain by Lead-Mode Matching

In a reverse-biased tunnel junction, the valence band on one side lies at the same energy as the conduction band on the other. An electron can then cross without gaining energy, but between the two bands it must pass through a region where its energy lies in the gap. The current depends on the probability of this passage. A dimerized chain is a small lattice model that contains both bands, the gap and the passage, and its transmission can be computed without a semiclassical approximation. This note gives a linear-cost scheme, derives the Landau-Zener exponent as its small-gap limit, and shows what a finite junction adds.

**1. Model and conventions**

Sites have spacing b and are numbered n = 0 … N−1 in the device, with N even. The hopping strength h_n between sites n and n+1 is t1 for even n and t2 for odd n, both positive. The stationary equation is

E ψ_n = U_n ψ_n − h_(n−1) ψ_(n−1) − h_n ψ_(n+1).

The potential energy is U = +W in the left lead and −W in the right lead. Between them U = −Fx, with x = 0 at the device centre, so F > 0 is an energy per length and the ramp occupies |x| < W/F. The energy measured from the local midgap is ε = E − U. At E = 0 it is −W on the left, in the valence band, and +W on the right, in the conduction band.

The cell length is a = 2b. Further definitions are

Δ = |t1 − t2|, Eg = 2Δ, g = √(t1 t2), ħv = a g.

Electrons are independent and scattering is elastic.

**2. Lead modes and their direction**

In a lead, set ψ_(2j) = A λ^j and ψ_(2j+1) = B λ^j. The equations for the two sites of a cell are

ε A = −(t1 + t2/λ) B,
ε B = −(t1 + t2 λ) A.

Multiplying them and dividing by AB gives

ε² = t1² + t2² + t1 t2 (λ + 1/λ).

For a travelling mode λ = exp(ika), hence ε² = t1² + t2² + 2 t1 t2 cos ka. The smallest |ε| is Δ, at ka = π, and the largest is t1 + t2. Both lead energies must therefore satisfy Δ < |ε| < t1 + t2. With A = 1, B = −(t1 + t2 λ)/ε, and |B| = 1 for a travelling mode.

The direction of a mode follows from its particle flux. The time-dependent equation gives

ħ d|ψ_n|²/dt = 2 Im[ψ_n* (Hψ)_n].

Inserting the hoppings turns the right side into inflow minus outflow, with

J(n→n+1) = (2h_n/ħ) Im(ψ_n* ψ_(n+1)).

Inside a cell this becomes

J = (2t1/ħ) Im B = −2 t1 t2 sin(ka)/(ħε).

Differentiating the dispersion gives dε/dk = −a t1 t2 sin(ka)/ε, so J is the group velocity times 2/a, the factor 2 being |A|² + |B|². A right-moving mode has sin ka > 0 in the valence band and sin ka < 0 in the conduction band. One fixed sign of sin ka would choose the wrong mode in one of the leads; the sign of J is correct in both.

**3. Matching equations**

Let λ_i, B_i and λ_o, B_o denote the incoming and outgoing left-lead modes, and λ_R, B_R the outgoing right-lead mode. For left cells j < 0,

ψ_(2j) = λ_i^j + r λ_o^j,
ψ_(2j+1) = B_i λ_i^j + r B_o λ_o^j.

On the right, write the amplitude at site N as τ, so that site N+1 has amplitude τB_R.

Consider the equation at site −1. If the lead continued, each mode would have amplitude 1 at site 0. The actual equation has the same potential and hoppings, so it requires

ψ_0 = 1 + r.

The equation at site N similarly requires the value that the right mode would have at site N−1:

ψ_(N−1) = τ B_R/λ_R.

The remaining equations are those of the N device sites. At site 0 one needs

ψ_(−1) = B_i/λ_i + r B_o/λ_o,

and at site N−1 one needs ψ_N = τ. In the order r, ψ_0, …, ψ_(N−1), τ, the system is tridiagonal. The probabilities are

R = |r|², T = |τ|² J_R/J_i.

Conservation of flux gives R + T = 1. The two left modes have equal and opposite flux. Their interference contributes none: it would vary from cell to cell as λ_o/λ_i or its inverse, whereas the total flux must be constant.

Pseudocode:

    input E, U[0..N-1], W, t1, t2
    for each lead:
        eps = E - U_lead
        c = (eps^2 - t1^2 - t2^2)/(2 t1 t2)
        stop if |c| >= 1
        form lambda = c +/- i sqrt(1-c^2)
        form B = -(t1 + t2 lambda)/eps
        classify by the sign of Im B
    row r:    -r + psi[0] = 1
    row n:    (U[n]-E) psi[n] - h[n-1] psi[n-1]
              - h[n] psi[n+1] = 0
              with psi[-1], psi[N] replaced as above
    row tau:  psi[N-1] - (B_R/lambda_R) tau = 0
    solve with banded elimination and pivoting
    return |tau|^2 J_R/J_i and |r|^2

**4. The small-gap limit**

Near the gap write ka = π + qa, so λ = −exp(iqa). The matrix element from B to A is

−(t1 − t2 exp(−iqa)) ≈ −(t1 − t2) − i t2 a q.

The cell Hamiltonian is therefore −(t1−t2)σx + t2 a q σy. To leading order in Δ/g, t2 may be replaced by g. A constant rotation of the two components then gives

H = ħv q σz + Δσx − Fx.

The potential difference between the two sites of a cell, of order Fb, has been dropped. At fixed exponent F is proportional to Δ²/(bg), so Fb/Δ vanishes with Δ/g.

At E = 0, use q as the variable, with x = i∂_q:

iF dc/dq = (ħv q σz + Δσx)c.

Substitute q = s√(F/ħv) and divide by √(ħvF):

i dc1/ds = s c1 + γ c2,
i dc2/ds = γ c1 − s c2,
γ² = Δ²/(ħvF).

This is the Landau-Zener problem, with scaled wave number in place of time. Component c1 moves right. Its phase at large |s| is −ħvq²/(2F), and stationary phase of qx − ħvq²/(2F) gives x = ħvq/F. Thus c1 at s → −∞ is the wave incident from the left, and c1 at s → +∞ is the transmitted wave. Component c2 moves left, with x = −ħvq/F. No wave arrives from the right, so c2 → 0 at s → −∞.

Differentiate the first equation and insert the second:

i c1″ = c1 + s c1′ − iγ²c1 + isγc2.

The first equation also gives γc2 = ic1′ − sc1. The terms in c1′ cancel, leaving

c1″ + (s² + γ² + i)c1 = 0.

Try c1 ~ exp(−is²/2)s^p. The terms independent of s require γ² − 2ip = 0, so p = −iγ²/2. The other solution behaves as exp(+is²/2)s^(−1+iγ²/2) and vanishes relative to the first on the real axis.

To connect the two ends, put s = ρ exp(iθ) with large ρ, and go from θ = π to θ = 0 through the upper half plane. There

|exp(−is²/2)| = exp[(ρ²/2) sin 2θ].

For the second exponential c1′ ≈ isc1, so γc2 = ic1′ − sc1 ≈ −2sc1, whose magnitude tends to a nonzero constant. The condition c2 → 0 at s → −∞ therefore excludes it from the incident solution. The incident solution is thus the first exponential alone. This solution decays for π/2 < θ < π, so its asymptotic form persists into the next sector. For 0 < θ < π/2 it is dominant, and any second exponential that appears cannot change its coefficient. The factor s^(−iγ²/2) has magnitude exp(πγ²/2) at θ = π and 1 at θ = 0. Hence

|c1(+∞)/c1(−∞)| = exp(−πγ²/2),

T = exp(−S), S = πΔ²/(ħvF) = πEg²/(4ħvF).

Direct integration from s = −20 to 20, projected on the local eigenstates at both ends, gave 0.45593 for γ = 0.5 against 0.45594 from the law. For γ = 1 it gave 0.04323 against 0.04321.

Two limits show what the formula means. For S ≪ 1, 1 − T ≈ S: the gap is a weak cause of reflection, and at Δ = 0 nothing couples the two directions in this continuum model. For S ≫ 1 the gap is a thick barrier of length Eg/F, and T is exponentially small.

**5. First lattice correction**

Inside the gap λ = −exp(±κa). The dispersion relation becomes

2t1t2 cosh κa = t1² + t2² − ε².

Subtracting 2t1t2 from both sides gives

4g² sinh²(κa/2) = Δ² − ε².

With y = √(Δ²−ε²)/g, expansion of the inverse sinh gives κa = y − y³/24 + …. On the ramp dε = F dx, so the semiclassical exponent is

∫2κ dx = (2/aF) ∫ from −Δ to Δ of (y − y³/24) dε.

The required integrals are

∫√(Δ²−ε²) dε = πΔ²/2,
∫(Δ²−ε²)^(3/2) dε = 3πΔ⁴/8.

Therefore

∫2κ dx = (2/aF)[πΔ²/(2g) − πΔ⁴/(64g³)]
= S[1 − Δ²/(32g²)].

This does not by itself prove that −ln T has the same correction at finite S, since semiclassics could omit terms of equal order. Matching can decide the matter for chosen cases. Take mean hopping and b as units, W = 1.2, and corners rounded over one tenth of the ramp's half-length. In the table, "ratio" is the relative deficit 1 + (ln T)/S divided by Δ²/(32g²).

    Delta   S     -ln T      ratio
    0.200   3.0   2.996257   0.988
    0.100   3.0   2.999063   0.997
    0.050   3.0   2.999766   0.999
    0.025   3.0   2.999941   1.000
    0.100   1.5   1.499534   0.991
    0.100   6.0   5.998123   0.998

At fixed S the deficit falls by a factor of about four when Δ is halved. The predicted coefficient also holds within one per cent when S is changed at Δ = 0.1. In these cases the matched transmission approaches the Landau-Zener law, with the semiclassical lattice term as the leading correction.

**6. Corners of the potential**

A sharp junction between ramp and lead reflects carriers even outside the gap. Let u and w be the right- and left-moving components in the continuum model:

u′ = (i/ħv)(εu − Δw),
w′ = (i/ħv)(Δu − εw).

Define tanh 2θ = Δ/ε, where θ is now a mixing parameter, and write

u = α cosh θ + β sinh θ,
w = α sinh θ + β cosh θ.

For constant ε, α and β are uncoupled waves with wave numbers ±k, where |k| = √(ε²−Δ²)/ħv. When ε varies, differentiating the hyperbolic functions adds a coupling:

α′ = ikα − θ′β,
β′ = −ikβ − θ′α.

To first order the reflected amplitude is the integral of θ′exp(2i∫k dx). At a corner θ′ jumps from zero, and the end point contributes |θ′|/(2|k|). Since |θ′| = ΔF/[2(ε²−Δ²)],

|r_c| ≈ ΔFħv/[4(ε²−Δ²)^(3/2)].

A wave can bounce between a corner and the tunnelling region, whose reflection amplitude has magnitude √(1−T). Summing the bounces multiplies T by 1/|1−z|², where |z| = |r_c|√(1−T). To first order ln T changes by 2 Re z. For two equal corners,

|δ ln T| ≲ 4|r_c|√(1−T).

This is a leading-order estimate for corners well outside the gap. Rounding removes the jump in θ′. A convenient profile, with ℓ = W/F and rounding length d, is

U(x) = −(Fd/2){ln cosh[(x+ℓ)/d] − ln cosh[(x−ℓ)/d]}.

It tends to ±W in the leads and has slope close to −F at the centre if d ≪ ℓ.

The estimate was tested with the device parameters of Section 8, at fixed F, by scanning W from 0.8 to 1.2 eV. The deviation of ln T from the semiclassical value reached 0.027 for sharp corners, and the largest ratio of deviation to estimate was 1.0, within about one per cent depending on how W is sampled. With d = 1.5 nm the largest deviation was 0.0004. A small gap alone is thus not the full condition for the Landau-Zener result: sharp corners must be energetically remote, and rounded corners must leave the field nearly uniform across the gap region.

**7. Cost, stability and failure modes**

Memory and time grow linearly with N. Apart from the rounded tails, N ≈ 2W/(Fb). At fixed S and W, halving Δ requires one quarter of the field and about four times as many sites.

Suppose instead that site transfer matrices are multiplied from left to right and the product is then solved for r and τ. The growing solution dominates the product in the gap, and for a very thick barrier rounding errors can swamp the small transmitted amplitude. Solving all matching equations together imposes both boundary conditions at once and avoids that product. T should be taken from τ: when T is small, 1 − R subtracts two nearly equal numbers.

For the sharp device below, at E = −0.17, 0 and 0.05 eV, |R + T − 1| was at most 2×10⁻¹⁵. A separate Green-function calculation, with leads built by decimation and an imaginary energy of 10⁻⁸ eV, differed in T by at most 4×10⁻⁷ relative.

The main failures have recognizable causes:

- If |c| ≥ 1 in a lead, there is no pair of travelling modes. At the limit itself the two modes merge and their flux vanishes.
- If the left-moving mode is used in the right lead, J_R is negative, so the formula gives T < 0 and R > 1.
- If the rounded profile is cut off too early, a new potential step appears. The calculations here keep 12d beyond each end of the ramp.
- If Δ/g is not small, the Landau-Zener formula needs lattice corrections, though the matching equations remain valid for the chain.

**8. A junction in engineering units**

Take a mean hopping of 2.8 eV, b = 0.10 nm and Eg = 0.50 eV. Then t1 = 2.925 eV, t2 = 2.675 eV, g = 2.797 eV and

ħv = 2 × 0.10 nm × 2.797 eV = 0.559 eV nm,

or v = 8.5×10⁵ m/s. A field of 1 MV/cm gives F = 0.10 eV/nm. The total drop of 1.0 eV extends over 10 nm, and the gap region is 0.50/0.10 = 5 nm long. The exponent is

S = π(0.25)²/(0.559 × 0.10) = 3.51,

so the Landau-Zener transmission is 0.0299. The relative lattice correction to S is only 2.5×10⁻⁴.

Sharp-corner matching at E = 0 gives T = 0.0286, about 4% below that value. The leading-order corner estimate, which is rough here because the lead energy is only twice the half-gap, is

|r_c| = 0.25 × 0.10 × 0.559/[4(0.1875)^(3/2)] = 0.043,

which allows a change in ln T of about 0.17; the actual change is 0.045. With d = 1.5 nm, T = 0.0299. This close agreement is partly a cancellation. Rounding weakens the field and raises the semiclassical exponent to 3.538, while the matched −ln T is 3.510. The cause of this difference was not isolated here. The agreement also depends on the rounding length: d = 0.5, 1.0 and 2.0 nm give T = 0.0293, 0.0302 and 0.0279.

For the current, put the left Fermi level at the left valence edge, E = 0.25 eV, and the right one at the right conduction edge, −0.25 eV. With two spins and two valleys,

I = (4e/h)∫T(E)(f_L − f_R)dE.

In the cold limit a constant T = 0.0299 across the 0.50 eV window gives 2.32 μA. Sharp-corner matching gives a mean T of 0.0330 and a current of 2.56 μA, or 2.40 μA at 300 K. For these sharp corners the mean exceeds the midgap value. With d = 1.5 nm the midgap value rises to 0.0299, but the mean falls to 0.0272 and the current to 2.11 μA (2.00 μA at 300 K). A plausible reason is that rounding weakens the field most near the ends of the ramp, where carriers at the edges of the window tunnel; this was not separated from the change in corner interference. The transmission at E = 0 alone therefore does not fix the current.

These parameters are roughly those of a semiconducting carbon-nanotube tunnel transistor, although the equally spaced chain is not a particular tube. The fixed one-electron gap is an uncertain input, because interactions and the surroundings can shift it. A gap 20% larger at fixed v and F narrows the energy window and multiplies the Landau-Zener T by exp[−3.51(1.2²−1)] = 0.21, far more than the corner effects. A real junction's field must also come from its electrostatics; here it is prescribed.

Some other omissions can be estimated. A second subband with twice the gap has a half-gap of 0.50 eV, equal to W. Its valence edge on the left and its conduction edge on the right only just meet, so it opens no energy window for tunnelling here. The value 8×10⁻⁷ in the output is exp(−4S), the Landau-Zener result for the same v and F if a larger drop made these bands overlap. For a rough phonon energy of 0.18 eV, absorption at midgap skips part of the barrier. With an assumed coupling factor of one, its estimated contribution at 300 K is 0.5% of direct tunnelling. Phonon emission inside the barrier needs no thermal phonon and is not estimated here. After tunnelling at E = 0, a carrier travels 2.5 nm to the end of the ramp, of which 1.8 nm is needed to gain the phonon energy. With a rough mean free path of 15 nm, the chance of emission in the remainder is about 0.7/15 = 5%. At the top of the window the same estimate gives (5 − 1.8)/15, about 20%. Emission in the lead beyond the ramp is not counted. Thermionic leakage is about 3×10⁻⁸ μA if every carrier above the barrier is assumed to be transmitted. The largest kinetic energy after tunnelling is 0.50 eV, equal to the gap, so creation of a free electron-hole pair by impact is at most marginal on energy grounds. In a nanotube a bound exciton costs less than the one-electron gap, and this argument does not exclude its creation. Larger drops would require that process to be examined. The numerical output below gives the remaining digits.

Values computed for the example and the checks

```
hoppings t1, t2: 2.925, 2.675 eV; site spacing 0.10 nm
gap 0.50 eV; half gap 0.25 eV; g 2.7972 eV
hbar v: 0.5594 eV nm; v: 8.499e+05 m/s
field 1.0 MV/cm = slope 0.100 eV/nm
total drop 1.00 eV over 10.0 nm; device sites 104
tunnelling length gap/F: 5.00 nm
largest |R+T-1|: 1.9e-15; Green-function difference: 3.8e-07
LZ integration, gamma 0.5: P 0.455925, law 0.455938
LZ integration, gamma 1.0: P 0.043234, law 0.043214
convergence, t=b=1, half drop 1.2, rounding = ramp half-length/10:
Delta   F         S     -ln T      1+lnT/S    ratio to Delta^2/(32g^2)
0.200  2.105e-02  3.0  2.996257  1.248e-03  0.9882
0.100  5.243e-03  3.0  2.999063  3.123e-04  0.9970
0.050  1.309e-03  3.0  2.999766  7.811e-05  0.9992
0.025  3.273e-04  3.0  2.999941  1.953e-05  0.9996
0.100  1.049e-02  1.5  1.499534  3.104e-04  0.9908
0.100  2.621e-03  6.0  5.998123  3.128e-04  0.9985
corner scan, half drop 0.8 to 1.2 eV, rounding 1.5 nm:
  largest |ln T + WKB exponent|: sharp 0.0273, rounded 0.00041
  largest sharp deviation / corner estimate: 1.003
device S (Landau-Zener): 3.5097; T = exp(-S): 0.02990
device relative lattice correction Delta^2/(32g^2): 2.50e-04
device matched T, sharp corners: 0.02859; -ln T 3.5547
device matched R, sharp corners: 0.97141
device corner amplitude: 0.0431; ln T bound 0.1697
device matched T, rounded corners: 0.02989; -ln T 3.5101
rounded-device WKB exponent: 3.5379
energy window 0.50 eV; mean T in window 0.03302
current, spin x 2 valleys: cold 2.559 uA; 300 K 2.397 uA
current from constant Landau-Zener T: 2.317 uA
gap 20% larger: T multiplied by 0.213
second subband, gap doubled: T 8.00e-07
rough phonon energy 0.18 eV; rough mean free path 15 nm
phonon absorption / direct tunnelling, unit coupling: 4.57e-03
phonon emission inside ramp after tunnelling, E=0: 0.047
thermionic leakage at 300 K: 3.19e-08 uA
largest kinetic energy after tunnelling: 0.50 eV; gap 0.50 eV
```
